# Why Gradient Corrections Miss the Wall Energy of a Fermion Box: verification in Python

```python
"""Result under test: for N spin-polarised free fermions between hard walls
(length L, one dimension, Hartree atomic units) the leading correction to
Thomas-Fermi (TF) theory is pi^2 N^2/(4 L^2). It is a wall term. Gradient terms
vanish on the uniform TF density; on the exact density the second-order term
T2 = -(1/24) int n'^2/n dx is also of order N^2 but has the wrong sign.
Control: in a smooth periodic crystal T2 IS the leading correction to TF.
Symbols: n density, k Fermi wavenumber, q wavenumber of a density ripple,
chi static density response, V0 amplitude of the crystal potential.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants

PI = np.pi
L = 10.0
N_EX = 10
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def tf_energy(density):
    """TF kinetic energy from equally spaced samples over length L."""
    return PI**2 / 6 * L * np.mean(density**3)


def second_order(density, slope):
    """Second-order gradient energy from equally spaced samples."""
    return -L / 24 * np.mean(slope**2 / density)


def box_density(x, number):
    """Exact box density and its derivative, as a cosine sum."""
    density = np.full_like(x, number / L)
    slope = np.zeros_like(x)
    for j in range(1, number + 1):
        wave = 2 * PI * j / L
        density -= np.cos(wave * x) / L
        slope += wave * np.sin(wave * x) / L
    return density, slope


def midpoints(count):
    return (np.arange(count) + 0.5) * L / count


def box_exact(number):
    """Explicit sum of the occupied box levels."""
    return sum((PI * j / L)**2 / 2 for j in range(1, number + 1))


def crystal_cell(number, v0):
    """Kinetic energy and density per cell, 'number' filled bands."""
    modes = np.arange(-(number + 16), number + 17)
    x = np.arange(256) * L / 256
    waves = np.exp(2j * PI * np.outer(x, modes) / L)
    nodes, weights = np.polynomial.legendre.leggauss(24)
    kinetic, density = 0.0, np.zeros(len(x))
    coupling = np.eye(len(modes), k=1) + np.eye(len(modes), k=-1)
    for node, weight in zip(nodes, weights):
        phase = PI * (node + 1) / 2
        free = ((2 * PI * modes + phase) / L)**2 / 2
        _, vec = np.linalg.eigh(np.diag(free) + v0 / 2 * coupling)
        occ = vec[:, :number]
        kinetic += weight / 2 * np.sum(free[:, None] * occ**2)
        density += weight / 2 * np.sum(abs(waves @ occ)**2, axis=1) / L
    return kinetic, x, density


def periodic_slope(density):
    freq = 2 * PI * np.fft.fftfreq(len(density), d=L / len(density))
    return np.fft.ifft(1j * freq * np.fft.fft(density)).real


# Box: diagonalise the finite-difference Hamiltonian
points = 3000
h = L / (points + 1)
levels, vectors = eigh_tridiagonal(
    np.full(points, 1 / h**2), np.full(points - 1, -0.5 / h**2),
    select="i", select_range=(0, N_EX - 1))
x_fd = h * np.arange(1, points + 1)
n_fd = np.sum(vectors**2, axis=1) / h
e_fd = levels.sum()
e_closed = PI**2 / (2 * L**2) * (N_EX**3 / 3 + N_EX**2 / 2 + N_EX / 6)
# the three-point formula has relative error of order (k h)^2/12
assert abs(e_fd / e_closed - 1) < 2e-5
assert np.max(abs(n_fd - box_density(x_fd, N_EX)[0])) < 1e-6

# Smooth interior density: window average over the central half of the box
window = np.where(abs(x_fd - L / 2) < L / 4,
                  np.cos(2 * PI * (x_fd - L / 2) / L)**2, 0.0)
interior = L * np.sum(window * n_fd) / np.sum(window)
assert abs(interior - (N_EX + 0.5)) < 0.01

# Worked example on the uniform and on the exact density
e_tf = tf_energy(np.full(100, N_EX / L))
n2_term = PI**2 * N_EX**2 / (4 * L**2)
n1_term = PI**2 * N_EX / (12 * L**2)
fermi = (PI * N_EX / L)**2 / 2
assert abs((e_fd - e_tf) - (n2_term + n1_term)) < 1e-3
grid = midpoints(64 * N_EX)
n_box, s_box = box_density(grid, N_EX)
tf_on_exact = tf_energy(n_box)
t2_on_exact = second_order(n_box, s_box)
assert abs(t2_on_exact) > 0.1
assert (abs(e_closed - tf_on_exact - t2_on_exact)
        > abs(e_closed - tf_on_exact))

# Wall-layer integral J, with the averaged tail 1/(2U) beyond U
u_max, du = 2000.0, 0.02
u = (np.arange(int(round(u_max / du))) + 0.5) * du
f = 1 - np.sin(u) / u
df = (np.sin(u) - u * np.cos(u)) / u**2
J = np.sum(df**2 / f) * du + 1 / (2 * u_max)
limit_t2 = -PI * J / 6

# Growth with N of the three corrections, in units of N^2/L^2
table = []
for number in (10, 20, 40, 80, 160):
    dens, slope = box_density(midpoints(64 * number), number)
    scale = L**2 / number**2
    bulk = PI**2 * number**3 / (6 * L**2)
    tf_num = tf_energy(dens)
    tf_formula = PI**2 / (6 * L**2) * (
        number**3 + 9 * number**2 / 8 + 3 * number / 8)
    assert abs(tf_num / tf_formula - 1) < 1e-10
    t2 = second_order(dens, slope)
    table.append((number, (box_exact(number) - bulk) * scale,
                  (tf_num - bulk) * scale, t2 * scale))
assert abs(table[-1][1] / (PI**2 / 4) - 1) < 0.01
assert abs(table[-1][2] / (3 * PI**2 / 16) - 1) < 0.01
# shifting N to N + 1/2 removes the first finite-size correction
shifted = table[-1][3] * (160 / 160.5)**2
assert abs(shifted / limit_t2 - 1) < 5e-3

# Ripples on the uniform density: instability beyond q = 2 sqrt(3) k
ripple_change = {}
for m in (17, 18):
    xs = midpoints(4096)
    q = 2 * PI * m / L
    rip = N_EX / L * (1 + 0.01 * np.cos(q * xs))
    drip = -N_EX / L * 0.01 * q * np.sin(q * xs)
    ripple_change[m] = tf_energy(rip) + second_order(rip, drip) - e_tf
threshold = np.sqrt(3) * N_EX
assert 17 < threshold < 18
assert ripple_change[17] > 0 > ripple_change[18]

# Response function from diagonalisation with a very weak potential
n_resp = 3
k_resp, q_resp = PI * n_resp / L, 2 * PI / L
v_weak = 1e-3 * k_resp**2 / 2
_, xc, nc = crystal_cell(n_resp, v_weak)
chi_num = 2 * np.mean(nc * np.cos(q_resp * xc)) / v_weak
chi_formula = -np.log((2 * k_resp + q_resp)
                      / (2 * k_resp - q_resp)) / (PI * q_resp)
assert abs(chi_num / chi_formula - 1) < 1e-3
y = 0.01
curvature = (1 - y / np.arctanh(y)) / y**2
assert abs(curvature - 1 / 3) < 1e-4

# Crystal without potential: exactly TF, hence no N^2 term
free_cell, _, _ = crystal_cell(N_EX, 0.0)
assert abs(free_cell - e_tf) < 1e-9

# Smooth crystal: T2 is the leading correction
control = []
for number in (8, 16):
    v0 = 0.3 * (PI * number / L)**2 / 2
    kin, _, dens = crystal_cell(number, v0)
    diff = kin - tf_energy(dens)
    t2 = second_order(dens, periodic_slope(dens))
    control.append((number, v0, kin, diff, t2, diff / t2))
dev8, dev16 = control[0][5] - 1, control[1][5] - 1
assert abs(dev8) < 0.02 and abs(dev16) < 0.005
assert 3 < dev8 / dev16 < 5
assert 1.8 < control[1][3] / control[0][3] < 2.2

print(f"Box: N = {N_EX}, L = {L:.1f} bohr")
print(f"Exact energy, closed form: {e_closed:.5f} hartree")
print(f"Exact energy, finite differences: {e_fd:.5f} hartree")
print(f"TF energy, uniform density: {e_tf:.5f} hartree")
print(f"Exact minus TF: {e_closed - e_tf:.5f} hartree")
print(f"N^2 wall term: {n2_term:.5f} hartree")
print(f"N term: {n1_term:.5f} hartree")
print(f"TF Fermi energy: {fermi:.5f} hartree")
print(f"Half the Fermi energy: {fermi / 2:.5f} hartree")
print(f"Exact energy: {e_closed * HARTREE_EV:.2f} eV")
print(f"N^2 wall term: {n2_term * HARTREE_EV:.2f} eV")
print(f"Smooth interior density times L: {interior:.4f}")
print(f"TF on exact density: {tf_on_exact:.5f} hartree")
print(f"T2 on exact density: {t2_on_exact:.5f} hartree")
print(f"TF + T2 on exact density: {tf_on_exact + t2_on_exact:.5f} hartree")
print(f"Error of TF on exact density: "
      f"{tf_on_exact - e_closed:.5f} hartree")
print(f"Error of TF + T2 on exact density: "
      f"{tf_on_exact + t2_on_exact - e_closed:.5f} hartree")
print("Corrections in units of N^2/L^2 (hartree bohr^2):")
print("N, exact - TF[uniform], TF[exact n] - TF[uniform], T2[exact n]")
for row in table:
    print(f"{row[0]:4d} {row[1]:10.5f} {row[2]:10.5f} {row[3]:10.5f}")
print(f"Limits: {PI**2 / 4:.5f} {3 * PI**2 / 16:.5f} {limit_t2:.5f}")
print(f"Wall-layer integral J: {J:.5f}")
print(f"Ripple instability above m = {threshold:.3f} periods per L")
for m, change in ripple_change.items():
    print(f"TF + T2 change, 1% ripple, m = {m}: {change:.3e} hartree")
print(f"Response, N = 3, q = 2k/3, diagonalisation: "
      f"{chi_num:.5f} 1/(hartree bohr)")
print(f"Response, N = 3, q = 2k/3, formula: "
      f"{chi_formula:.5f} 1/(hartree bohr)")
print(f"Curvature of y/artanh(y), sign reversed: {curvature:.5f}")
print(f"Free crystal, N = 10, energy per cell: {free_cell:.5f} hartree")
print("Crystal with V0 = 0.3 Fermi energies, L = 10 bohr per cell:")
print("N, V0, T, T - TF[n], T2[n] (hartree), ratio (T - TF)/T2")
for row in control:
    print(f"{row[0]:3d} {row[1]:.5f} {row[2]:.5f} {row[3]:.6f} "
          f"{row[4]:.6f} {row[5]:.5f}")
print(f"Ratio deviation from 1, N = 8 over N = 16: {dev8 / dev16:.3f}")
print("no test failed")
```

It prints:

```
Box: N = 10, L = 10.0 bohr
Exact energy, closed form: 18.99899 hartree
Exact energy, finite differences: 18.99887 hartree
TF energy, uniform density: 16.44934 hartree
Exact minus TF: 2.54965 hartree
N^2 wall term: 2.46740 hartree
N term: 0.08225 hartree
TF Fermi energy: 4.93480 hartree
Half the Fermi energy: 2.46740 hartree
Exact energy: 516.99 eV
N^2 wall term: 67.14 eV
Smooth interior density times L: 10.4987
TF on exact density: 18.36158 hartree
T2 on exact density: -0.86400 hartree
TF + T2 on exact density: 17.49757 hartree
Error of TF on exact density: -0.63741 hartree
Error of TF + T2 on exact density: -1.50142 hartree
Corrections in units of N^2/L^2 (hartree bohr^2):
N, exact - TF[uniform], TF[exact n] - TF[uniform], T2[exact n]
  10    2.54965    1.91224   -0.86400
  20    2.50852    1.88139   -0.82417
  40    2.48796    1.86597   -0.80440
  80    2.47768    1.85826   -0.79456
 160    2.47254    1.85441   -0.78964
Limits: 2.46740 1.85055 -0.78474
Wall-layer integral J: 1.49874
Ripple instability above m = 17.321 periods per L
TF + T2 change, 1% ripple, m = 17: 9.041e-05 hartree
TF + T2 change, 1% ripple, m = 18: -1.975e-04 hartree
Response, N = 3, q = 2k/3, diagonalisation: -0.35115 1/(hartree bohr)
Response, N = 3, q = 2k/3, formula: -0.35115 1/(hartree bohr)
Curvature of y/artanh(y), sign reversed: 0.33334
Free crystal, N = 10, energy per cell: 16.44934 hartree
Crystal with V0 = 0.3 Fermi energies, L = 10 bohr per cell:
N, V0, T, T - TF[n], T2[n] (hartree), ratio (T - TF)/T2
  8 0.94748 8.70915 -0.001546 -0.001538 1.00501
 16 3.78993 69.66345 -0.003052 -0.003048 1.00123
Ratio deviation from 1, N = 8 over N = 16: 4.073
no test failed
```
